# Link-variable Chern numbers: theory, mesh settings and the Haldane model, part 2

The link-variable option computes the Chern number $C$ of an isolated band of non-interacting electrons from eigenvectors on a mesh. Here it is applied to the Haldane model, to see how a finite mesh places the phase boundary and how to choose the settings.

The lattice vectors $\mathbf a_1,\mathbf a_2$ are right-handed, $\theta_j=\mathbf k\cdot\mathbf a_j$ and $\partial_j=\partial/\partial\theta_j$. Energies are in units of the hopping $t_1$, times in $\hbar/t_1$. For a band vector $u$, $\langle u|\partial_ju\rangle=i\mathcal A_j$; $u\to e^{i\chi}u$ sends $\mathcal A_j\to\mathcal A_j+\partial_j\chi$. The curvature is $\Omega=\partial_1\mathcal A_2-\partial_2\mathcal A_1$, and
$$C=\frac1{2\pi}\int_0^{2\pi}\!\!\int_0^{2\pi}\Omega\,d\theta_1d\theta_2 .$$
With eigenvectors $u_n$ and energies $E_n$, the sum over states is
$$\Omega=2\,{\rm Im}\sum_{m\ne n}\frac{\langle u_n|\partial_1H|u_m\rangle\langle u_m|\partial_2H|u_n\rangle}{(E_m-E_n)^2}.$$

On an $N_1\times N_2$ mesh, $F=\arg\langle1|2\rangle\langle2|3\rangle\langle3|4\rangle\langle4|1\rangle$ for counterclockwise plaquette corners, $-\pi<F\le\pi$, and $C_{\rm lat}=\frac1{2\pi}\sum_kF(k)$. $F$ is gauge invariant; it equals the signed sum of principal link phases plus $2\pi n(k)$, and $C_{\rm lat}=\sum_kn(k)$ is an integer on any closed mesh without zero overlaps. For step $\ell=2\pi/N$ and plaquette centre $c$, the convergence proof gives $F=\ell^2\,\Omega(c)+O(\ell^4)$, and $C_{\rm lat}=C$ for small enough $\ell$.

The cell basis has periodic $H$. The site basis uses true positions $\mathbf R+\tau_1\mathbf a_1+\tau_2\mathbf a_2$, $\mathbf R$ being the cell vector; its seam needs $V_\mu={\rm diag}(e^{-2\pi i\tau_\mu})$.

For $H=d_0+\mathbf d\cdot\boldsymbol\sigma$, with $\hat{\mathbf d}=\mathbf d/|\mathbf d|$, the lower band has
$$\Omega=-\frac12\,\hat{\mathbf d}\cdot(\partial_1\hat{\mathbf d}\times\partial_2\hat{\mathbf d})=-\frac{\mathbf d\cdot(\partial_1\mathbf d\times\partial_2\mathbf d)}{2|\mathbf d|^3}.$$
Also $|\langle1|2\rangle|^2=\frac12(1+\hat{\mathbf d}_1\cdot\hat{\mathbf d}_2)$ and
$$F=-\frac\omega2\pmod{2\pi},$$
$\omega$ being the oriented solid angle of the geodesic quadrilateral of corner directions. Hemisphere lemma: if $d_z$ has the same sign at all mesh points, then $C_{\rm lat}=0$, whatever $C$ is.

For charge $-e$ in a field $\mathbf E$, $\dot\theta_j=-e\,\mathbf E\cdot\mathbf a_j/\hbar$. With a global gap at the Fermi level, the current density $\mathbf j$ obeys $j_x=\sigma_{xy}E_y$, $\sigma_{xy}=Ce^2/h$. The velocity is $\partial_jH$ ($\hbar=1$); an adiabatic sweep of $\theta_2$ through $2\pi$ moves a filled band by $C$ cells along $\mathbf a_1$.

## The Haldane model

Take $\mathbf a_1=a(1,0)$, $\mathbf a_2=a(\frac12,\frac{\sqrt3}2)$, with site A at $\mathbf R$ and site B at $\mathbf R+\boldsymbol\delta$, $\boldsymbol\delta=(\mathbf a_1+\mathbf a_2)/3$. The site energies are $+M$ on A and $-M$ on B, nearest neighbours are joined by the real hopping $t_1\ne0$, and a hop to a second neighbour has amplitude $t_2e^{i\phi}$ if the path through the shared nearest neighbour turns left and $t_2e^{-i\phi}$ if it turns right. In the cell basis a hop of amplitude $t$ from site $s$ in cell $\mathbf R$ to site $s'$ in cell $\mathbf R'$ adds $t\,e^{-i\mathbf k\cdot(\mathbf R'-\mathbf R)}$ to $H_{s's}$.

The B site of cell 0 has A neighbours in cells $0$, $\mathbf a_1$, $\mathbf a_2$, so $H_{AB}=t_1(1+e^{-i\theta_1}+e^{-i\theta_2})$. The second neighbours lie at $\pm\mathbf b_j$ with $\mathbf b_1=\mathbf a_1$, $\mathbf b_2=\mathbf a_2-\mathbf a_1$, $\mathbf b_3=-\mathbf a_2$, three vectors at $120^\circ$ that the threefold rotation permutes. From A at the origin to A at $\mathbf b_1$ the path goes along $\boldsymbol\delta$ (direction $+30^\circ$) and then along $\mathbf a_1-\boldsymbol\delta$ (direction $-30^\circ$), a right turn. From B at $\boldsymbol\delta$ to B at $\boldsymbol\delta+\mathbf b_1$ the two steps come in the opposite order, a left turn. Adding each hop to its reverse,
$$H_{AA}=M+2t_2\sum_j\cos(\mathbf k\cdot\mathbf b_j+\phi),\qquad H_{BB}=-M+2t_2\sum_j\cos(\mathbf k\cdot\mathbf b_j-\phi).$$
With $H_{AB}=d_x-id_y$, $d_z=\frac12(H_{AA}-H_{BB})$, $d_0=\frac12(H_{AA}+H_{BB})$ and the addition formula for the cosine,
$$g\equiv d_x+id_y=t_1(1+e^{i\theta_1}+e^{i\theta_2}),\qquad d_z=M-2t_2\sin\phi\;S,\qquad S=\sin\theta_1+\sin(\theta_2-\theta_1)-\sin\theta_2,$$
and $d_0=2t_2\cos\phi\sum_j\cos\mathbf k\cdot\mathbf b_j$.

The direct gap $2|\mathbf d|$ can vanish only where $g=0$. The imaginary part requires $\sin\theta_2=-\sin\theta_1$, so $\theta_2=-\theta_1$ or $\theta_2=\theta_1+\pi$. The second choice leaves the real part equal to $t_1$; the first requires $1+2\cos\theta_1=0$. The zeros are $K=(\frac{2\pi}3,\frac{4\pi}3)$ and $K'=(\frac{4\pi}3,\frac{2\pi}3)$. At $K$ the three arguments $\mathbf k\cdot\mathbf b_j$ all equal $2\pi/3$ modulo $2\pi$, so $S=3\sqrt3/2$; at $K'=-K$ the sign is reversed. The masses are
$$m_K=M-M_0,\qquad m_{K'}=M+M_0,\qquad M_0=3\sqrt3\,t_2\sin\phi ,$$
and the direct gap closes exactly when $|M|=|M_0|$. The Jacobian of $(d_x,d_y)$ is $J=\partial_1d_x\partial_2d_y-\partial_1d_y\partial_2d_x=t_1^2(-\sin\theta_1\cos\theta_2+\cos\theta_1\sin\theta_2)=t_1^2\sin(\theta_2-\theta_1)$, which is $+\frac{\sqrt3}2t_1^2$ at $K$ and $-\frac{\sqrt3}2t_1^2$ at $K'$.

The Chern number follows from two gauges. With $E=|\mathbf d|$, the lower eigenvector $(u_A,u_B)$ obeys $(d_z+E)u_A+g^*u_B=0$ and $g\,u_A+(E-d_z)u_B=0$, which give
$$u^{\rm I}\propto(E-d_z,\,-g),\qquad u^{\rm II}\propto(-g^*,\,E+d_z),$$
with positive normalization factors. The first fails only where $g=0$ and $d_z>0$, the second only where $g=0$ and $d_z<0$. Where $g=|g|e^{i\alpha}\ne0$, comparing the A components gives $u^{\rm II}=e^{i\chi}u^{\rm I}$ with $e^{i\chi}=-e^{-i\alpha}$. Cut a small disc round each Dirac point of positive mass. Outside the discs $u^{\rm I}$ is smooth and periodic; Stokes' theorem gives $-\oint\mathcal A^{\rm I}$ for each circle taken counterclockwise, the edges of the zone cancelling. Inside a disc $u^{\rm II}$ is smooth and gives $+\oint\mathcal A^{\rm II}$. The total is
$$2\pi C=\sum_{m_p>0}\oint d\chi=-\sum_{m_p>0}\oint d\alpha=-2\pi\sum_{m_p>0}{\rm sgn}J_p ,$$
since near a zero $g$ is a linear map, which carries a circle once round an ellipse, in the same sense if the determinant is positive and in the opposite sense if it is negative. A positive mass at $K'$ contributes $+1$ and a positive mass at $K$ contributes $-1$, that is
$$C=\tfrac12\left[{\rm sgn}(M+M_0)-{\rm sgn}(M-M_0)\right].$$
So $C={\rm sgn}(t_2\sin\phi)$ for $|M|<3\sqrt3\,|t_2\sin\phi|$ and $C=0$ outside. At $\phi=0$ or $\pi$ time reversal is intact and the topological region has zero width. The boundary does not depend on the size or sign of $t_1$, but it needs $t_1\neq0$: at $t_1=0$, $g$ vanishes everywhere and the bands touch wherever $d_z=0$. The term $d_0$ does not move the boundary, but it can make the bands overlap in energy.

## The boundary as an $N\times N$ mesh sees it

Take $M_0>0$, $t_1>0$ and the boundary at $M=M_0$, where $m_K$ changes sign, on the uniform mesh through $\theta=0$. Write $\theta=K+(\eta_1,\eta_2)$. To first order $g=it_1\zeta$ with
$$\zeta=e^{2\pi i/3}\eta_1+e^{4\pi i/3}\eta_2=-\tfrac12(\eta_1+\eta_2)+\tfrac{i\sqrt3}2(\eta_1-\eta_2),\qquad \rho^2\equiv|\zeta|^2=\eta_1^2+\eta_2^2-\eta_1\eta_2 .$$
For $S$, put $x_j=(\eta_1,\ \eta_2-\eta_1,\ -\eta_2)$, so that $\sum x_j=0$ and $\sum x_j^2=2\rho^2$. Then $S=\sum\sin(\frac{2\pi}3+x_j)=\frac{\sqrt3}2\sum\cos x_j-\frac12\sum\sin x_j=\frac{3\sqrt3}2(1-\rho^2/3)+O(\rho^3)$, and
$$d_z=m_K+\tfrac13M_0\rho^2+O(\rho^3),\qquad |g|=t_1\rho+O(\rho^2).$$

Plaquettes that do not contain $K$ in their interior stay away from the branch cut on a fine mesh. When $|m_K|\gg M_0\ell^2$ the vectors near $K$ are $(g,m_K)$, and central projection maps a plaquette to a parallelogram that lies in a wedge of opening less than $\pi$ at the pole. The wedge has area less than $\pi$ in the hemisphere, so $|F|<\pi/2$. When $m_K$ is of order $M_0\ell^2$ the mesh points other than $K$ are at latitudes of order $\ell$, and a plaquette without $K$ is a thin sliver along the equator. Two cases remain.

If $N$ is a multiple of 3, $K$ is a mesh point. There $g=0$ exactly, and $u(K)$ is $(1,0)$ for $m_K<0$ and $(0,1)$ for $m_K>0$, while all other vectors vary continuously with $M$. For a plaquette $K\to a\to b\to c\to K$ only the factor $\langle c|K\rangle\langle K|a\rangle$ changes, from $u_A(c)^*u_A(a)$ to $u_B(c)^*u_B(a)$. From $u^{\rm I}$ the phase of $u_B/u_A$ is that of $-e^{i\alpha}$, so $F$ changes by $-\Delta$ modulo $2\pi$, with $\Delta=\alpha_c-\alpha_a$ the azimuth gap. On a fine mesh $\Delta$ is $\pi/3$ or $2\pi/3$, the plaquette is a wedge from a pole to the equator, and $F$ goes from about $+\Delta/2$ to about $-\Delta/2$, with no multiple of $2\pi$. The four gaps add up to $2\pi$, so $C_{\rm lat}$ drops by one exactly at $M=M_0$. The location is exact on any such mesh fine enough to keep all plaquettes off the cut. At $M=M_0$ itself $u(K)$ is an arbitrary vector of a degenerate pair and the output has no meaning.

If $N$ leaves remainder 1 on division by 3, then $K$, at index $(N/3,2N/3)$, sits at the fractions $(\frac13,\frac23)$ of its plaquette. The corners are at $\eta/\ell=(-\frac13,-\frac23)$, $(\frac23,-\frac23)$, $(\frac23,\frac13)$, $(-\frac13,\frac13)$. The formula for $\zeta$ gives $\zeta/\ell=\frac12+\frac{i}{2\sqrt3}$, $\frac{2i}{\sqrt3}$, $-\frac12+\frac i{2\sqrt3}$, $-\frac i{\sqrt3}$, with moduli $\rho=\rho_0,2\rho_0,\rho_0,\rho_0$ where $\rho_0=\ell/\sqrt3$, and directions $30^\circ,90^\circ,150^\circ,270^\circ$. The azimuth gaps are $\Delta_{12}=\Delta_{23}=60^\circ$ and $\Delta_{34}=\Delta_{41}=120^\circ$. For remainder 2 the fractions are $(\frac23,\frac13)$ and the corners are the negatives of these, with the same radii and gaps.

Near the jump the corners have small latitudes $\lambda_i=d_z/|g|=(m_K+M_0\rho_i^2/3)/(t_1\rho_i)$. A great circle is the intersection with a plane through the centre, so $\tan\lambda=p\cos\alpha+q\sin\alpha$. Measure $\alpha$ from the middle of a gap $\Delta$. For small $\lambda$ the end latitudes add to $2p\cos(\Delta/2)$ and $\int\lambda\,d\alpha=2p\sin(\Delta/2)$, so each edge gives $(\lambda_i+\lambda_{i+1})\tan(\Delta/2)$. The area north of the counterclockwise loop is $\omega=\oint(1-\sin\lambda)\,d\alpha=2\pi-\Sigma$, with $\Sigma=\sum_iw_i\lambda_i$ and $w_i$ the sum of the two tangents adjoining corner $i$. Then $F=-\pi+\Sigma/2$ for $\Sigma>0$ and $F=\pi+\Sigma/2$ for $\Sigma<0$: as $M$ grows through the value where $\Sigma=0$, this plaquette falls from $\pi$ to $-\pi$ and $C_{\rm lat}$ drops by one. With $\tan30^\circ=1/\sqrt3$ and $\tan60^\circ=3/\sqrt3$ the weights are $w=(4,2,4,6)/\sqrt3$, so
$$\sum_i\frac{w_i}{\rho_i}=\frac{4+1+4+6}{\sqrt3\rho_0}=\frac{15}{\sqrt3\rho_0},\qquad\sum_iw_i\rho_i=\frac{(4+4+4+6)\rho_0}{\sqrt3}=\frac{18\rho_0}{\sqrt3}.$$
The condition $\Sigma=0$ is $15\,m_K/\rho_0+18\,M_0\rho_0/3=0$, or $m_K=-\frac25M_0\rho_0^2=-\frac2{15}M_0\ell^2$. With $\ell=2\pi/N$ the apparent boundary is
$$M_c(N)=M_0\left[1-\frac{8\pi^2}{15N^2}+O(N^{-3})\right],\qquad\frac{8\pi^2}{15}=5.264 .$$
The mesh shrinks the topological region, by a fraction that at leading order depends on neither $t_2/t_1$ nor $\phi$. The neglected terms in $g$ and $S$ are one power of $\ell$ higher. Since the two remainder classes are related by $\ell\to-\ell$, the $N^{-3}$ term has opposite signs in them. The other three arcs of the boundary follow by symmetry. The replacement $\phi\to-\phi$ with $\theta\to-\theta$ conjugates $H$, and $M\to-M$ with $\theta\to-\theta$ exchanges the sublattices; both map the mesh to itself, so the same law holds with $|M|$ and $|M_0|$.

## Worked example

The parameters are round model values: $t_1=1$, $t_2=0.2\,t_1$, $\phi=\pi/2$, $M=0.5\,t_1$. Then $M_0=3\sqrt3\times0.2\,t_1=1.0392\,t_1$, $m_K=0.5-1.0392=-0.5392\,t_1$ and $m_{K'}=1.5392\,t_1$. The gaps at the two points are $1.0785\,t_1$ and $3.0785\,t_1$, and the formula gives $C=\frac12[1-(-1)]=1$.

On the $6\times6$ mesh take the plaquette with corners $(1,3),(2,3),(2,4),(1,4)$ in units of $\pi/3$; the third is $K$. At $(1,3)$, $d_x=1+\frac12-1=0.5$, $d_y=0.8660$, $S=\sqrt3$ and $d_z=0.5-0.4\sqrt3=-0.1928$. The same evaluation gives $\mathbf d=(-0.5,0.8660,-0.1928)$ at $(2,3)$, $(0,0,-0.5392)$ at $K$ and $(1,0,-0.1928)$ at $(1,4)$. The three corners other than $K$ have $|g|=1$, $E=\sqrt{1+0.1928^2}=1.0184$ and azimuths $60^\circ,120^\circ,0^\circ$. In gauge I they are $(c,-s\,e^{i\alpha})$ with $c^2=(E-d_z)/2E=\frac12(1+0.1928/1.0184)=0.5947$ and $s^2=0.4053$, and $u(K)=(1,0)$. The links into and out of $K$ equal $c=0.7711$, with phase zero. The links $(1,3)\to(2,3)$ and $(1,4)\to(1,3)$ both advance the azimuth by $60^\circ$ and equal $c^2+s^2e^{i\pi/3}=0.7973+0.3510\,i$, of modulus $0.8712$ and phase $0.4147$ rad. The plaquette phase is $F=2\times0.4147=0.8294$ rad. It is positive and below $\Delta/2=\pi/3$, as expected for a $120^\circ$ wedge from the south pole whose far corners stop short of the equator.

The sum over all 36 plaquettes gives $C_{\rm lat}=1$ to the ten decimals displayed, with largest $|F|=1.2128$ rad and smallest overlap $0.7711$. After multiplying each vector by a random phase, 9 plaquettes have $n\ne0$ and the $n$ add up to 1. The upper band gives $-1$. A $15\times20$ mesh with every grid line displaced randomly by up to 0.4 of a step gives 1. The site basis on a $12\times12$ mesh, with the far edges diagonalized afresh, gives 1, although individual $F$ differ from the cell basis by up to $0.087$ rad. The open patch $0\le\theta_1\le\pi$ with step $\pi/6$ gives $\sum F/2\pi=0.6917$. At $\phi=\pi/2$, $d_0=0$ and the direct gap is a global gap, so at half filling $\sigma_{xy}=e^2/h=3.874\times10^{-5}$ S.

For the continuum quantities, $\Omega$ was evaluated from the sum over states, with $\partial_jH$ from central differences. At $\theta=(1.9,4.0)$, $\Omega=1.3555$. A single plaquette centred there has $F/\ell^2-\Omega=-2.192\times10^{-3}$ for $\ell=0.08$ and $-5.483\times10^{-4}$ for $\ell=0.04$, a ratio of 4.0, as the $O(\ell^4)$ remainder in $F$ implies. The midpoint rule on $96\times96$ points gives $\int\Omega/2\pi=1$, $0$ and $-1$, each to eight decimals, for $(M,\phi)=(0.5,\frac\pi2)$, $(1.5,\frac\pi2)$ and $(0.5,-\frac\pi2)$. The sign of the Hall response appears in a direct integration of the Schrödinger equation for 48 equally spaced $\theta_1$, with $\theta_2=2\pi s-\sin2\pi s$, $s=t/T$, $T=300\,\hbar/t_1$, and 6000 steps of the exact exponential of the midpoint Hamiltonian. The time integral of the mean $\langle\partial_1H\rangle$ is $+0.9989$ cells, 0.1% below the adiabatic value of one cell; the deficit comes from the time step. With 24000 steps the shift is $0.99993$, a deficit sixteen times smaller, while $T=600$ or $1200\,\hbar/t_1$ at the original step length leaves it at $0.9989$.

Wrong integers appear on coarse meshes. The $2\times2$ mesh gives 0 at $M=0.5\,t_1$: $S=0$ at all four points, $d_z=M>0$, and the hemisphere lemma applies. At $M=0.95M_0=0.9873\,t_1$, where $C=1$, the output for $N=2,\dots,14$ is
$$0,\ 1,\ 0,\ 0,\ 1,\ 0,\ 0,\ 1,\ 0,\ 1,\ 1,\ 1,\ 1 .$$
The multiples of 3 are right from $N=3$ on. For $N=4,5,7,8$, evaluating $d_z$ shows it positive at every mesh point, and the lemma forces zero. For the rest the leading-order law decides: $M_c/M_0=1-5.264/100=0.947<0.95$ at $N=10$, which gives 0, and $1-5.264/121=0.956>0.95$ at $N=11$, which gives 1. The margin at $N=10$ is thin for a leading-order statement; the next term, whose sign for this remainder class is read off below, lowers $M_c$ further. The pairs $N=4,5$ and $N=7,8$ agree on the wrong answer.

The boundary was mapped by bisection in $M$ on the value of $C_{\rm lat}$, at $t_2=0.2\,t_1$. All entries are in units of $t_1$.

| $\phi$ | $\lvert M_0\rvert$ | $N=12$ | $N=20$ | law, $N=20$ |
|---|---|---|---|---|
| $30^\circ$ | 0.519615 | 0.519615 | 0.513024 | 0.512777 |
| $60^\circ$ | 0.900000 | 0.900000 | 0.888584 | 0.888156 |
| $90^\circ$ | 1.039230 | 1.039230 | 1.026049 | 1.025555 |
| $135^\circ$ | 0.734847 | 0.734847 | 0.725526 | 0.725177 |
| $-60^\circ$ | 0.900000 | 0.900000 | 0.888584 | 0.888156 |

The $N=12$ mesh returns $3\sqrt3\,t_2|\sin\phi|$ in all digits shown. The $N=20$ mesh lies 1.27% below $|M_0|$ in every row, for example $1-1.026049/1.039230=0.0127$, against $5.264/400=1.32\%$ from the leading term. At $\phi=\pi/2$ the scaled shift $N^2(1-M_c/M_0)$ is 5.373 and 5.290 for $N=40$ and 160 (remainder 1), and 5.173 and 5.240 for $N=44$ and 176 (remainder 2). The two classes approach 5.264 from opposite sides. A fourfold increase of $N$ divides a $1/N$ term by four, so the combination (four times the fine value minus the coarse value, divided by three) removes it; both classes give 5.263. On a grid of 672 points, made of $t_2=0.2$ and $0.6\,t_1$, sixteen angles $\phi=(j+\frac12)2\pi/16$ and 21 equally spaced values of $M/t_2$ from $-6.5$ to $6.5$, the $N=12$ mesh returns the value of the sign formula at every point.

A last case separates the Chern number from the Hall plateau. For $M=0$, $\phi=0.3$ rad, $t_2=0.6\,t_1$ the $24\times24$ mesh gives $C_{\rm lat}=1$. On a $60\times60$ grid of energies the smallest direct gap is $1.8427\,t_1$, which is $2M_0$, and the minimum of the upper band minus the maximum of the lower band is $-1.2375\,t_1$. This equals the upper energy at $K$, $-3t_2\cos\phi+M_0$, minus the lower energy at $\theta=0$, $6t_2\cos\phi-3t_1$. The band is isolated and has $C=1$, but at half filling both bands are partly occupied and the derivation of $\sigma_{xy}=Ce^2/h$ does not apply.

## Choosing the settings

Mesh size. An integer output is automatic and is not a convergence criterion. Agreement of two neighbouring sizes is not one either, as the pairs above show. Near a phase boundary, where the gap at one Dirac point is small compared with $t_1$, the scale to resolve is the curvature peak at that point; far from the boundary the largest curvature need not sit at the smallest gap. For a linear Dirac point with constant mass $m$ the two-band formula gives $\Omega=-mJ/[2(m^2+t_1^2\rho^2)^{3/2}]$, with height $|J|/2m^2$ and width $\rho\sim|m|/t_1$. Making every plaquette phase small needs $|J|\ell^2/2m^2\ll1$, so $N$ grows as $t_1/|m|$; this is the regime of the convergence proof. In the Haldane model the correct integer arrives earlier. On the topological side, for $N$ not a multiple of 3, the leading-order requirement is $N^2>5.264\,|M_0|/(|M_0|-|M|)$, which grows only as the inverse square root of the distance to the boundary; at a distance of 5% of $|M_0|$ it reads $N^2>105$, or $N\ge11$. The number 5.264 belongs to this model and this mesh geometry.

Commensurate meshes. In the Haldane model the gap can close only at $K$ and $K'$, and a mesh that contains them and is fine enough to keep all plaquettes off the cut places the jump at the true boundary. For the honeycomb lattice this means $N_1$ and $N_2$ multiples of 3 with the origin at $\theta=0$; a shifted origin can move $K$ off the mesh and lose the property. Parameter values exactly on the boundary must then be avoided, because the vector at $K$ is undefined. A bisection needs only the two sides and is not affected unless it lands on the boundary within rounding.

Largest plaquette phase. A value of $|F|$ near $\pi$ means that a small change of parameters, or rounding, can move one plaquette across the cut and change $C_{\rm lat}$ by one; such a result should be repeated on a finer mesh. In the regime of the convergence proof the largest $|F|$ falls by about four when $N$ is doubled, and seeing this fall is evidence that the regime has been reached. Small phases on a single mesh are not a proof, because the algorithm sees $H$ only at mesh points. On the $2\times2$ mesh of the example $d_y=0$ and $d_z>0$ at all four points, so the quadrilaterals lie on one arc, enclose no area, and every $F$ is zero.

Smallest overlap. A rounding error $\epsilon$ in an overlap $o$ changes its phase by about $\epsilon/|o|$, so precision is lost only for nearly orthogonal neighbours. An overlap far below one also means that the vector turns through a large angle in one step; for two bands $|o|^2=\frac12$ corresponds to a right angle between neighbouring $\hat{\mathbf d}$. On a mesh containing $K$, as $m_K\to0$ the direction at $K$ stays at a pole while its neighbours sit at a latitude $\lambda$ of order $\ell$. Then $|o|^2$ tends to $\frac12(1-\sin\lambda)$ for $m_K<0$ and to $\frac12(1+\sin\lambda)$ for $m_K>0$, which is close to $\frac12$ on a fine mesh; this is harmless there, by the wedge argument.

Basis and closure. With a periodic $H$, wrap the indices. With the site basis, apply $V_\mu$ at the seam or diagonalize on the far edges. A sum that is not an integer to rounding accuracy means that the mesh is not closed. The map of $F/\ell^2$ approximates the curvature of the chosen basis, so curvature maps from different bases differ while their converged sums agree.

Orientation and sign. Exchanging the two mesh directions reverses every loop and the sign of $C_{\rm lat}$. The relation $\sigma_{xy}=+Ce^2/h$ holds for right-handed $\mathbf a_1,\mathbf a_2$ and $j_x=\sigma_{xy}E_y$. For a given Bloch Hamiltonian it does not depend on the sign of the carrier charge, which enters once in $\dot\theta_j$ and once in $\mathbf j$.

Gaps. The smallest direct gap decides whether $C$ is defined; on a mesh that misses the gap minimum the reported value is only an upper bound. If the band touches another one, the option still returns an integer, which is not a Chern number of that band. The global gap decides whether $C$ may be converted to a Hall conductance.
